\section*{Conductance plateaus of graphene junctions with equilibrated quantum Hall edges}

\section{The problem}

A rectangular graphene sheet lies in a strong perpendicular magnetic field. Gates divide it into regions, and each region sits on a quantum Hall plateau with signed filling $\nu=\pm2,\pm6,\pm10$. Spin and valley are included in $\nu$. A positive sign means electrons (n-type), a negative sign holes (p-type). One metallic contact covers the left end of the sheet, another the right end.

\begin{enumerate}
\item Two regions with $|\nu_1|=n_1$ and $|\nu_2|=n_2$ meet at one interface. Find the two-terminal conductance $G$ for opposite signs (bipolar) and for equal signs (unipolar).
\item Three regions have fillings $(\nu,\nu',\nu)$, with $|\nu|=n$ outside and $|\nu'|=m$ in the centre. Find $G$ for both relative signs and tabulate the plateaus.
\end{enumerate}

The assumptions are these. The bulk of each region is insulating, so current flows in edge and interface channels. The contacts are ideal: they absorb every arriving channel and fill every departing channel to their own potential. The response is linear. The two interfaces in part 2 do not touch. Edges carry no superfluous pairs of opposed channels. Finally, equilibration is full: channels that run side by side along a shared segment leave it at one common potential.

The potential $V$ of a channel is its electrochemical potential divided by the electron charge $-e$. In a one-dimensional channel the velocity $\hbar^{-1}dE/dk$ cancels the density of states, so raising its potential by $V$ above a common reference adds a current $(e^2/h)V$ along the channel's direction. This holds for electron-like and hole-like regions alike, because both are described by occupied electron states. Conductances are given in units of $e^2/h$, and currents in $e^2/h$ times a potential.

\section{A tempting solution}

Take the bipolar junction first. Suppose, as will be proved below, that the $n_1$ channels of the left region and the $n_2$ channels of the right region run along the interface in the same direction. They arrive at the contact potentials $V_L$ and $V_R$ and leave at a common potential $V_{\rm out}$. Mixing conserves current, so
\begin{equation}
(n_1+n_2)V_{\rm out}=n_1V_L+n_2V_R .
\label{mix}
\end{equation}
The left contact emits $n_1V_L$ and receives $n_1V_{\rm out}$. The net current is therefore
\begin{align}
I&=n_1(V_L-V_{\rm out})
 =n_1\,\frac{(n_1+n_2)V_L-n_1V_L-n_2V_R}{n_1+n_2}\nonumber\\
 &=\frac{n_1n_2}{n_1+n_2}(V_L-V_R).
\label{single}
\end{align}
So far nothing is wrong. Now the n-p-n device looks like two such junctions in series. Each has resistance $1/n+1/m$, and adding the two gives
\begin{equation}
\frac1{G_{\rm series}}=\frac2n+\frac2m ,\qquad
G_{\rm series}=\frac{nm}{2(n+m)} .
\label{wrong}
\end{equation}
For $(2,-2,2)$ this predicts $1/2$, and for $(2,-6,2)$ it predicts $3/4$. Both values are wrong.

\section{Where the series argument fails}

Equation~(\ref{single}) contains the potentials of the channels that \emph{arrive} at the interface. For a single junction these are the contact potentials. In the n-p-n device the centre has no contact, and its two edges need not be at the same potential.

Let $V_a$ be the common potential of the channels leaving the left interface, and $V_b$ that of the channels leaving the right interface. The centre channels leaving the left interface travel along one edge to the right interface, so they arrive there at $V_a$. Those leaving the right interface return along the other edge and arrive at the left interface at $V_b$. Correctly applied, equation~(\ref{single}) gives two expressions for the same current:
\begin{equation}
I=\frac{nm}{n+m}(V_L-V_b),\qquad
I=\frac{nm}{n+m}(V_a-V_R).
\label{two}
\end{equation}
Since $(n+m)/(nm)=1/n+1/m$, solving each for its potential difference and adding yields
\begin{equation}
2I\left(\frac1n+\frac1m\right)=(V_L-V_R)+(V_a-V_b).
\label{sum}
\end{equation}
The series law sets $V_a=V_b$. But the centre carries $m$ channels to the right at $V_a$ and $m$ channels to the left at $V_b$, so the current through it is
\begin{equation}
I=m(V_a-V_b).
\label{hall}
\end{equation}
A common potential would mean no current at all. The omitted term $V_a-V_b=I/m$ is the Hall voltage of the centre.

The series law would be right for a different device, in which a floating ideal contact interrupts the centre. Such a contact absorbs all centre channels and re-emits them at one potential $V_C$. Each half is then a single junction between two contacts, and the resistances add. Without that contact, equation~(\ref{wrong}) counts a resistance $1/m$ too many.

\section{Channels and their directions}

The solution rests on the number and direction of the channels, which must now be justified.

\subsection{Outer edges}

Each Landau level of graphene holds four states per flux quantum, from two spins and two valleys. Neutrality corresponds to a half-filled zeroth level. If the levels up to number $N$ are full, the filling is
\begin{equation}
\nu=4N+2 ,\qquad N=\ldots,-2,-1,0,1,2,\ldots
\label{nu}
\end{equation}
The Hall conductance $\nu$ equals the net number of edge channels, with the sign giving their direction. By assumption no opposed pairs are added, so $|\nu|$ channels run one way along each edge.

Hole edges run opposite to electron edges. In the nearest-neighbour model, hopping connects one sublattice to the other. Reversing the sign of the wave function on one sublattice therefore turns a state of energy $E$ into a state of energy $-E$ with the same $k$ and the same density profile. The state stays at the same edge, but $dE/dk$ changes sign.

\subsection{The interface}

Let $x$ run along the interface and $y$ across it, with a gate potential energy $U(y)$ that is smooth on the lattice scale. Choose the vector potential $A_x=-By$ and let $\ell^2=\hbar/(eB)$. The kinetic momentum along $x$ is
\begin{equation}
\hbar k-eBy=-eB\,(y-k\ell^2).
\end{equation}
With the shifted coordinate $s=y-k\ell^2$, the wave number disappears from the kinetic part of the Dirac Hamiltonian and remains in the potential $U(s+k\ell^2)$. The derivative of an eigenvalue is the expectation value of the derivative of the Hamiltonian, hence
\begin{equation}
\frac{dE}{dk}=\ell^2\left\langle U'(y)\right\rangle .
\label{slope}
\end{equation}
If $U$ is monotone, the right side has the same sign for every state. All interface channels then run in the same direction.

Their number follows from counting levels. As $k$ carries a state from deep inside region 1 to deep inside region 2, its energy moves monotonically from one shifted Landau level to the other. It crosses the Fermi energy once if the level is full on one side and empty on the other, and otherwise not at all. With full levels up to $N_1$ and $N_2$, equation~(\ref{nu}) gives
\begin{equation}
4|N_1-N_2|=|\nu_1-\nu_2|
\end{equation}
interface channels. This is $n_1+n_2$ for opposite signs and $|n_1-n_2|$ for equal signs.

The argument for the interface uses the continuum model. A tight-binding zigzag ribbon with a smooth potential step tests it on the lattice. For fillings $(2,-6)$ it gives 2 channels at the first edge, 8 at the interface and 6 at the other edge. For $(6,2)$ the numbers are 6, 4 and 2. No opposed channels appear at any of these places. The ribbon also shows the reversal between electron and hole edges. Filling 10 was not included in this count, and there the channel picture rests on the argument above.

\subsection{Geometry used below}

Choose the field direction so that channels of an n-region run to the right along the top edge and to the left along the bottom edge. In a p-region both directions are reversed. At an interface with n on the left and p on the right, both sets arrive at the top and run down together. This justifies equation~(\ref{mix}). At an interface with p on the left and n on the right, both arrive at the bottom and run up together.

\section{Part 1: one interface}

\subsection{Opposite signs}

Equation~(\ref{single}) is now established:
\begin{equation}
G_{\rm bipolar}=\frac{n_1n_2}{n_1+n_2}.
\label{bip}
\end{equation}
For $(2,-2)$ it gives $4/4=1$, and for $(2,-6)$ it gives $12/8=3/2$. If $n_2\gg n_1$, then $G\to n_1$: the many channels of region 2 hold the interface near $V_R$, so the left contact gets back nearly $n_1V_R$.

The role of equilibration can be made explicit. Let every pair of the $M=n_1+n_2$ interface channels exchange carriers at the same rate $\gamma$ per unit length. Along the interface coordinate $z$,
\begin{equation}
\frac{dV_i}{dz}=\gamma\sum_{j=1}^{M}(V_j-V_i)=-M\gamma\,(V_i-\bar V),
\qquad \bar V=\frac1M\sum_jV_j .
\end{equation}
Summing over $i$ gives $d\bar V/dz=0$, so $\bar V$ keeps its initial value, which is $V_{\rm out}$ of equation~(\ref{mix}). A channel that starts at $V_L$ ends, after length $L$, at $\bar V+(V_L-\bar V)e^{-M\gamma L}$. The current is the difference between what the left contact emits and receives:
\begin{align}
I&=n_1\left[V_L-\bar V-(V_L-\bar V)e^{-M\gamma L}\right]\nonumber\\
 &=n_1(V_L-\bar V)\left(1-e^{-M\gamma L}\right).
\end{align}
By equation~(\ref{single}), $n_1(V_L-\bar V)=n_1n_2(V_L-V_R)/M$, and therefore
\begin{equation}
G(L)=\frac{n_1n_2}{n_1+n_2}\left[1-e^{-(n_1+n_2)\gamma L}\right].
\label{length}
\end{equation}
In this rate model the conductance vanishes without mixing, since each contact gets its own channels back. A clean, coherent graphene junction need not behave this way. At $(2,-2)$ its interface channels are the two valley states of one shared Landau level for each spin, not separate channels of the two regions, and the conductance depends on the edges and the width of the sheet. For $(2,-2)$ the exponent is $4\gamma L$. At $\gamma L=0.50$ the conductance is $0.865$, and at $\gamma L=1.00$ it is $0.982$, which is $1.8\%$ below the plateau value 1.

\subsection{Equal signs}

Take two n-regions with $n_1>n_2$. At the top end of the interface $n_1$ channels arrive at $V_L$. Of the outgoing channels, $n_2$ continue to the right and $n_1-n_2$ run down the interface. All of them are at $V_L$, however they were scattered into one another. At the bottom the latter join $n_2$ channels from the right contact, and all $n_1$ go to the left contact. Mixing may redistribute their current but cannot change its sum. Hence
\begin{equation}
I=n_1V_L-\left[(n_1-n_2)V_L+n_2V_R\right]=n_2(V_L-V_R).
\end{equation}
If $n_1<n_2$, the extra channels belong to the right region. At the bottom, $n_2$ channels arrive at $V_R$; $n_1$ of them continue to the left contact and $n_2-n_1$ run up the interface, from where they return to the right contact. The left contact emits $n_1V_L$ and receives $n_1V_R$, so $I=n_1(V_L-V_R)$. If $n_1=n_2$, there is no interface channel and all channels cross. The three cases combine into
\begin{equation}
G_{\rm unipolar}=\min(n_1,n_2).
\label{uni}
\end{equation}
Unlike the bipolar result, this one needs no equilibration.

\section{Part 2: two interfaces}

\subsection{Centre of opposite sign}

Take n-p-n; reversing all signs reverses all directions and leaves $G$ unchanged. The mixing rule at the two interfaces reads
\begin{equation}
(n+m)V_a=nV_L+mV_b,\qquad (n+m)V_b=nV_R+mV_a .
\label{loop}
\end{equation}
Write $\Delta=V_L-V_R$ and $D=V_a-V_b$. Subtracting the second equation from the first gives
\begin{equation}
(n+m)D=n\Delta-mD\quad\Rightarrow\quad D=\frac{n\Delta}{n+2m}.
\label{D}
\end{equation}
Adding them gives $(n+m)(V_a+V_b)=n(V_L+V_R)+m(V_a+V_b)$, so $V_a+V_b=V_L+V_R$. With equal sums, the potentials differ by half the difference of their splittings:
\begin{equation}
V_L-V_a=\frac{\Delta-D}{2}
=\frac{\Delta}{2}\,\frac{(n+2m)-n}{n+2m}=\frac{m\Delta}{n+2m}.
\end{equation}
The left contact emits $nV_L$ and receives $nV_a$. Thus $I=n(V_L-V_a)$ and
\begin{equation}
G=\frac{nm}{n+2m},\qquad \frac1G=\frac2n+\frac1m .
\label{npn}
\end{equation}
This agrees with inserting equation~(\ref{hall}) into equation~(\ref{sum}), which removes one of the two terms $1/m$.

For $(2,-6,2)$, set $V_L=1$ and $V_R=0$. Equations~(\ref{loop}) become
\begin{equation}
V_a=\frac{2+6V_b}{8},\qquad V_b=\frac{6V_a}{8}=\frac34V_a .
\end{equation}
Substitution gives $V_a=\frac14+\frac9{16}V_a$, so $V_a=4/7=0.571$ and $V_b=3/7=0.429$. The current at the left contact is $2(1-4/7)=6/7$. The current through the centre is $6(4/7-3/7)=6/7$, as it must be. For $(2,-2,2)$ the potentials are $2/3$ and $1/3$, and $G=2(1-2/3)=2/3$. The two centre edges differ by a third of the applied voltage, which is how far this device is from the single centre potential of the series law.

When $m\gg n$, equation~(\ref{D}) gives $D\to0$. The centre then acts as a floating contact, and both equation~(\ref{npn}) and the series law tend to $n/2$.

\subsection{Centre of equal sign}

Let all regions be n-type. The minimum rule suggests $\min(n,m)$, but this has to be checked for each order of the fillings.

\emph{Case $m\le n$.} At the left interface $m$ channels at $V_L$ enter the centre along the top, and $n-m$ return to the left contact. Near the top of the right interface the $m$ channels join $n-m$ channels that came from the right contact at $V_R$. The right contact receives $mV_L+(n-m)V_R$ and emits $nV_R$. The difference is $m\Delta$, so $G=m$, for any degree of mixing.

\emph{Case $m>n$.} Now $m-n$ channels circulate within the centre. Along its top edge they run beside the $n$ channels from the left contact, and along its bottom edge beside the $n$ channels from the right contact. Let $V_a$ and $V_b$ now denote the common potentials at the ends of the top and bottom edges. Then
\begin{equation}
mV_a=nV_L+(m-n)V_b,\qquad mV_b=nV_R+(m-n)V_a .
\end{equation}
Subtraction gives $mD=n\Delta-(m-n)D$, hence $D=n\Delta/(2m-n)$. Addition gives $n(V_a+V_b)=n(V_L+V_R)$, so the sums are again equal. The $n$ channels that leave the top edge go to the right contact, which itself emits $nV_R$. Therefore
\begin{align}
I&=n(V_a-V_R)=\frac n2(\Delta+D)
 =\frac{n\Delta}{2}\,\frac{(2m-n)+n}{2m-n},\nonumber\\
G&=\frac{nm}{2m-n}\qquad(m>n).
\label{uni2}
\end{align}
For $(2,6,2)$ this is $12/10=6/5$, not the value 2 of the minimum rule. That rule belongs to a single interface. Here the circulating channels take up the current $(m-n)D$ on the top edge and release all of it on the bottom edge to channels bound for the left contact. If they do not mix with the others, the $n$ channels simply cross and $G=n$. At $m=n$ equation~(\ref{uni2}) also gives $n$, and for $m\gg n$ it tends to $n/2$, as in the bipolar case.

\subsection{The plateaus}

Equations~(\ref{npn}) and (\ref{uni2}), with $G=m$ for a centre of equal sign and $m\le n$, give the following values in units of $e^2/h$.

\begin{center}
\begin{tabular}{c|ccc|ccc}
 & \multicolumn{6}{c}{centre filling $\nu'$}\\
outer $\nu$ & $-2$ & $-6$ & $-10$ & $2$ & $6$ & $10$\\
\hline
$2$ & $2/3$ & $6/7$ & $10/11$ & $2$ & $6/5$ & $10/9$\\
$6$ & $6/5$ & $2$ & $30/13$ & $2$ & $6$ & $30/7$\\
$10$ & $10/7$ & $30/11$ & $10/3$ & $2$ & $6$ & $10$
\end{tabular}
\end{center}

In the first row the bipolar plateaus rise towards 1 and the unipolar ones with $m>n$ fall towards 1, the common limit $n/2$. A plateau value alone does not identify the fillings: $6/5$ belongs to both $(2,6,2)$ and $(6,-2,6)$.

With $e^2/h=38.74\,\mu{\rm S}$, or $1/(2\pi)$ in Hartree atomic units, the plateaus $2/3$ and $6/7$ are $25.83\,\mu{\rm S}$ and $33.21\,\mu{\rm S}$.

\section{What equilibration must and need not do}

The table was tested with a network that follows each channel separately and gives every pair its own random scattering rate. Common outgoing potentials are not imposed there; they emerge when the segments are long. With almost no mixing the same network gives $2.0000$ for $(2,6,2)$ and $0.0001$ for $(2,-6,2)$. In this network the fractions $6/5$ and $6/7$ are thus produced by equilibration. The value near zero assumes, like equation~(\ref{length}), that unmixed channels return to their own region; it is not a prediction for a clean, coherent sheet.

The two spins need not mix with each other. If each spin has half the channels, every plateau formula above gives half the conductance, because doubling all fillings doubles $G$. Adding the spins restores the same plateau. This requires spin-degenerate fillings; it does not cover plateaus on which the spin or valley degeneracy is lifted.

Inelastic scattering is not essential for the mean of a single bipolar junction either, provided that the coherent mixing is fully random. Suppose the interface mixes the channels coherently by a random unitary matrix $S$ of size $M=n_1+n_2$, with no preferred channel. Each row of $|S_{ij}|^2$ sums to 1 and all its entries have the same mean, which is therefore $1/M$. Transmission from left to right involves $n_1n_2$ entries, so its mean is $n_1n_2/M$, as in equation~(\ref{bip}). Individual samples scatter around it. For $(2,-6)$ the computed mean is $1.500\pm0.003$, with a spread of $0.19$ from sample to sample. This matrix also mixes the spins. If spin is conserved and both spins see the same random matrix of size $M/2$, the mean is unchanged but the spread is about twice as large. A sharp plateau in one coherent sample is thus not guaranteed; it needs the fluctuations to be averaged out, for instance by loss of phase coherence. For the double junction this argument is not enough, because the channels circulating in the centre meet the same two matrices again and again, so the conductance is no longer linear in the probabilities $|S_{ij}|^2$ and its mean does not follow from their means. The table assumes full equilibration at every passage.

\section*{Calculated quantities}
\begin{verbatim}
Landau level 1 / hopping: 0.2555
Ribbon channels (right,left): lower edge; interface; upper edge
 fillings (2,-2): 2.00,0.00; 0.00,4.00; 2.00,0.00
 fillings (2,-6): 2.00,0.00; 0.00,8.00; 6.00,0.00
 fillings (6,2): 6.00,0.00; 0.00,4.00; 0.00,2.00
Single junction G in e^2/h: bipolar, unipolar
 (2,2): 1 = 1.0000, 2
 (2,6): 3/2 = 1.5000, 2
 (2,10): 5/3 = 1.6667, 2
 (6,6): 3 = 3.0000, 6
 (6,10): 15/4 = 3.7500, 6
 (10,10): 5 = 5.0000, 10
Double junction G in e^2/h: (outer,centre,outer)
 (2,-2,2): 2/3 = 0.6667
 (2,-6,2): 6/7 = 0.8571
 (2,-10,2): 10/11 = 0.9091
 (2,2,2): 2 = 2.0000
 (2,6,2): 6/5 = 1.2000
 (2,10,2): 10/9 = 1.1111
 (6,-2,6): 6/5 = 1.2000
 (6,-6,6): 2 = 2.0000
 (6,-10,6): 30/13 = 2.3077
 (6,2,6): 2 = 2.0000
 (6,6,6): 6 = 6.0000
 (6,10,6): 30/7 = 4.2857
 (10,-2,10): 10/7 = 1.4286
 (10,-6,10): 30/11 = 2.7273
 (10,-10,10): 10/3 = 3.3333
 (10,2,10): 2 = 2.0000
 (10,6,10): 6 = 6.0000
 (10,10,10): 10 = 10.0000
Potentials in n-p-n, left contact 1, right contact 0
 (2,-2,2): left interface 0.6667, right interface 0.3333
 (2,-6,2): left interface 0.5714, right interface 0.4286
G of (2,-2) in e^2/h against gamma*L, equal pair rates gamma
 gamma*L = 0.00: 0.0000
 gamma*L = 0.10: 0.3297
 gamma*L = 0.25: 0.6321
 gamma*L = 0.50: 0.8647
 gamma*L = 1.00: 0.9817
 gamma*L = 2.00: 0.9997
Almost no mixing: (2,6,2) 2.0000, (2,-6,2) 0.0001
Random unitary (2,-6): mean 1.500 +- 0.003, sample spread 0.192 e^2/h
e^2/h = 38.7405 microsiemens = 0.159155 a.u.
 G (2,-2) = 38.740 microsiemens
 G (2,-6) = 58.111 microsiemens
 G (2,-2,2) = 25.827 microsiemens
 G (2,-6,2) = 33.206 microsiemens
\end{verbatim}
